# Classical Harmonic Vibrational Shift of a Charge Transition Level: a numerical check

```python
"""Classical harmonic vibrational shift of a charge transition level.

Result under test, for the level e(q1/q2) between charge states q1 and q2:
    shift = kT / (q2 - q1) * sum_i ln(w_i[q1] / w_i[q2])
w_i[q]: angular frequencies of the vibrational modes in charge state q
(translations left out); k: Boltzmann constant; T: temperature.
The level is the Fermi energy at which both states have equal free energy,
with the valence edge held fixed and electronic degeneracy left out.
Example: oxygen vacancy in a rock-salt spring model, rough regime of MgO.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq

K_B = const.k / const.e            # eV/K
HBAR = const.hbar / const.e        # eV s
AMU = const.atomic_mass            # kg


def level_shift(free_1, free_2, q1, q2):
    """Shift of e(q1/q2) from two vibrational free energies."""
    return (free_1 - free_2) / (q2 - q1)


def quantum_free_energy(quanta, kT):
    """Harmonic free energy; quanta are the mode energies hbar*w."""
    return np.sum(0.5 * quanta + kT * np.log1p(-np.exp(-quanta / kT)))


# ---- Test A: equal populations from classical configuration integrals ----
kT_model = 0.3
hess_1 = np.array([[3.0, 0.8], [0.8, 1.5]])
hess_2 = np.array([[2.0, -0.5], [-0.5, 1.0]])
model_masses = np.array([1.0, 2.5])
static_1, static_2 = 0.4, 1.9
axis = np.linspace(-8.0, 8.0, 801)
X, Y = np.meshgrid(axis, axis, indexing="ij")
cell_area = (axis[1] - axis[0])**2


def configuration_integral(hess, center):
    """Integral of the Boltzmann factor and mean potential energy."""
    dx, dy = X - center[0], Y - center[1]
    pot = 0.5 * (hess[0, 0] * dx**2 + hess[1, 1] * dy**2) + hess[0, 1] * dx * dy
    weight = np.exp(-pot / kT_model)
    return weight.sum() * cell_area, (pot * weight).sum() / weight.sum()


def model_frequencies(hess):
    root_mass = np.sqrt(model_masses)
    return np.sqrt(np.linalg.eigvalsh(hess / np.outer(root_mass, root_mass)))


z_1, mean_pot_1 = configuration_integral(hess_1, (0.7, -0.4))
z_2, mean_pot_2 = configuration_integral(hess_2, (-0.5, 0.3))
assert abs(mean_pot_1 - kT_model) < 1e-7
assert abs(mean_pot_2 - kT_model) < 1e-7
model_log_sum = np.sum(np.log(model_frequencies(hess_1) / model_frequencies(hess_2)))
model_results = []
for q1, q2 in [(2, 0), (1, 0), (0, -1), (-2, 1)]:
    def log_population_ratio(fermi):
        return (np.log(z_1 / z_2)
                - (static_1 - static_2 + (q1 - q2) * fermi) / kT_model)
    crossing = brentq(log_population_ratio, -20, 20, xtol=1e-13)
    predicted = ((static_1 - static_2) + kT_model * model_log_sum) / (q2 - q1)
    assert abs(crossing - predicted) < 1e-7
    model_results.append((crossing, predicted))

# ---- Test B: quantum oscillator free energy from explicit level sums ----


def level_sum(quantum, kT):
    """Free energy and mean energy of one oscillator from its levels."""
    energies = (np.arange(5000) + 0.5) * quantum
    boltz = np.exp(-energies / kT)
    return -kT * np.log(boltz.sum()), (energies * boltz).sum() / boltz.sum()


for quantum in (0.1, 0.7, 3.0):
    free, mean_energy = level_sum(quantum, 1.0)
    assert abs(free - quantum_free_energy(np.array([quantum]), 1.0)) < 1e-10
    step = 1e-4
    slope = (level_sum(quantum * np.exp(step), 1.0)[0]
             - level_sum(quantum * np.exp(-step), 1.0)[0]) / (2 * step)
    assert abs(slope - mean_energy) < 1e-6
    assert mean_energy > 1.0

# ---- Supercell with an oxygen vacancy ----
K_LONG, K_TRANS = 60.0, 10.0                  # N/m
MASS_METAL, MASS_OXYGEN = 24.3, 16.0          # u
SCALE = {0: 1.00, 1: 1.05, 2: 1.12}           # bonds of the six neighbours


def force_constants(length, direction, scale):
    """Force constants for displacements along one Cartesian direction."""
    sites = [s for s in itertools.product(range(length), repeat=3) if any(s)]
    index = {s: i for i, s in enumerate(sites)}
    near = set()
    for ax in range(3):
        for move in (1, length - 1):
            site = [0, 0, 0]
            site[ax] = move
            near.add(tuple(site))
    matrix = np.zeros((len(sites), len(sites)))
    scaled_bonds = 0
    for site in sites:
        for ax in range(3):
            other = list(site)
            other[ax] = (other[ax] + 1) % length
            other = tuple(other)
            if other not in index:
                continue
            spring = K_LONG if ax == direction else K_TRANS
            if site in near or other in near:
                spring *= scale
                scaled_bonds += 1
            i, j = index[site], index[other]
            matrix[i, i] += spring
            matrix[j, j] += spring
            matrix[i, j] -= spring
            matrix[j, i] -= spring
    is_metal = np.array([sum(s) % 2 == 1 for s in sites])
    return matrix, is_metal, scaled_bonds


def mode_quanta(length, scale, metal=MASS_METAL, oxygen=MASS_OXYGEN):
    """Mode energies hbar*w in eV, with the three translations removed."""
    result = []
    for direction in range(3):
        matrix, is_metal, _ = force_constants(length, direction, scale)
        root_mass = np.sqrt(np.where(is_metal, metal, oxygen) * AMU)
        squares = np.linalg.eigvalsh(matrix / np.outer(root_mass, root_mass))
        assert abs(squares[0]) < 1e-10 * squares[-1]
        assert squares[1] > 1e-3 * squares[-1]
        result.append(HBAR * np.sqrt(squares[1:]))
    return np.concatenate(result)


def clamped_log_det(length, scale):
    """Log determinant of the force constants with one atom held fixed."""
    return sum(np.linalg.slogdet(force_constants(length, d, scale)[0][1:, 1:])[1]
               for d in range(3))


quanta = {q: mode_quanta(4, s) for q, s in SCALE.items()}
large = {q: mode_quanta(6, SCALE[q]) for q in (0, 1)}
pairs = [(1, 0), (2, 1), (2, 0)]
log_sum = {p: np.sum(np.log(quanta[p[0]] / quanta[p[1]])) for p in pairs}
log_sum_large = np.sum(np.log(large[1] / large[0]))

# Frequencies against determinants that contain no masses.
for q1, q2 in pairs:
    from_det = 0.5 * (clamped_log_det(4, SCALE[q1]) - clamped_log_det(4, SCALE[q2]))
    assert abs(from_det - log_sum[q1, q2]) < 1e-8
heavy = [mode_quanta(4, SCALE[q], oxygen=30.0) for q in (1, 0)]
log_sum_heavy = np.sum(np.log(heavy[0] / heavy[1]))
assert abs(log_sum_heavy - log_sum[1, 0]) < 1e-8
assert abs(log_sum_large / log_sum[1, 0] - 1) < 0.05

# ---- Level shifts, classical and quantum ----
T_USE = 1000.0
kT = K_B * T_USE


def classical_shift(pair, temperature):
    return K_B * temperature * log_sum[pair] / (pair[1] - pair[0])


def quantum_shift(pair, temperature):
    free = [quantum_free_energy(quanta[q], K_B * temperature) for q in pair]
    return level_shift(free[0], free[1], *pair)


# Leading quantum correction from the trace: bond count, springs and masses.
n_scaled = force_constants(4, 0, 1.0)[2]
trace_change = (n_scaled * (SCALE[1] - SCALE[0]) * (K_LONG + 2 * K_TRANS)
                * (1 / MASS_METAL + 1 / MASS_OXYGEN) / AMU)
trace_correction = level_shift(HBAR**2 * trace_change / (24 * kT), 0.0, 1, 0)
full_correction = quantum_shift((1, 0), T_USE) - classical_shift((1, 0), T_USE)
# The next term of the series is of relative order (hbar w / kT)^2 / 60.
assert abs(trace_correction / full_correction - 1) < 0.03
assert np.all(quanta[1] >= quanta[0] * (1 - 1e-9))
for temperature in (100, 300, 1000, 1500, 5000):
    ratio = quantum_shift((1, 0), temperature) / classical_shift((1, 0), temperature)
    assert ratio > 1
assert abs(ratio - 1) < 0.003
zero_point = level_shift(0.5 * quanta[1].sum(), 0.5 * quanta[0].sum(), 1, 0)
assert abs(quantum_shift((1, 0), 5.0) / zero_point - 1) < 1e-3

# ---- Sizes of neglected effects ----
# Morse bond of depth D: anharmonic free energy about -(kT)^2 / (2 D).
t_test = 0.01
u = np.linspace(-1.5, 2.5, 40001)
morse_z = np.exp(-(1 - np.exp(-u))**2 / t_test).sum() * (u[1] - u[0])
morse_free = -t_test * np.log(morse_z / np.sqrt(np.pi * t_test))
# The next term of this expansion is of relative order 1.25 kT/D.
assert abs(morse_free / (-t_test**2 / 2) - 1) < 0.02
MORSE_INVERSE_LENGTH = 1.2e10                  # 1/m, rough
depth = K_LONG / (2 * MORSE_INVERSE_LENGTH**2) / const.e
anharmonic = level_shift(-18 * kT**2 / (2 * depth * SCALE[1]),
                         -18 * kT**2 / (2 * depth * SCALE[0]), 1, 0)
degeneracy = {0: 1, 1: 2, 2: 1}
spin = {p: level_shift(-kT * np.log(degeneracy[p[0]]),
                       -kT * np.log(degeneracy[p[1]]), *p) for p in pairs}
EXPANSION, DEFORMATION, EDGE_RATE = 1.3e-5, 3.0, 0.25e-3
T_REF = 300.0
volume_strain = 3 * EXPANSION * (T_USE - T_REF)
expansion_size = DEFORMATION * volume_strain
edge_size = EDGE_RATE * (T_USE - T_REF)

# ---- Output ----
print("Two-coordinate model (reduced units), charges 2 and 0:")
print(f"  level from populations {model_results[0][0]:.6f}, "
      f"from formula {model_results[0][1]:.6f}")
print(f"  static level {(static_1 - static_2) / (0 - 2):.6f}, "
      f"log sum {model_log_sum:.6f}, kT {kT_model}")
print("Vacancy supercell, model inputs:")
print(f"  springs: longitudinal {K_LONG} N/m, transverse {K_TRANS} N/m")
print(f"  masses: metal {MASS_METAL} u, oxygen {MASS_OXYGEN} u")
print(f"  bond scales for charge 0, +1, +2: {SCALE[0]}, {SCALE[1]}, {SCALE[2]}")
print(f"  scaled bonds: {n_scaled}; vibrational modes: {len(quanta[0])}")
for q in (0, 1, 2):
    print(f"  charge {q:+d}: mode energies {1e3 * quanta[q].min():.2f} to "
          f"{1e3 * quanta[q].max():.2f} meV")
print(f"Temperature {T_USE:.0f} K, kT = {1e3 * kT:.2f} meV")
print(f"Largest hbar*w/kT, charge +1: {quanta[1].max() / kT:.3f}")
for p in pairs:
    print(f"Level ({p[0]:+d}/{p[1]:+d}): log sum {log_sum[p]:.4f}, classical shift "
          f"{1e3 * classical_shift(p, T_USE):.2f} meV")
print(f"Slope of (+1/0): {1e3 * classical_shift((1, 0), 1.0):.4f} meV/K")
print(f"Geometric mean frequency ratio, +1 to 0: "
      f"{np.exp(log_sum[1, 0] / len(quanta[0])):.5f}")
print(f"Log sum (+1/0) with oxygen mass set to 30 u: {log_sum_heavy:.4f}")
print(f"Log sum (+1/0) in the 216-site cell: {log_sum_large:.4f}")
print(f"Shift (+1/0) in the 216-site cell: {-1e3 * kT * log_sum_large:.2f} meV")
print("Level (+1/0), classical and quantum shift:")
for temperature in (300, 1000, 1500):
    print(f"  {temperature} K: {1e3 * classical_shift((1, 0), temperature):.2f} and "
          f"{1e3 * quantum_shift((1, 0), temperature):.2f} meV")
print(f"  zero-point shift at 0 K: {1e3 * zero_point:.2f} meV")
print(f"Quantum correction at 1000 K: full {1e3 * full_correction:.3f} meV, "
      f"trace {1e3 * trace_correction:.3f} meV")
print("Neglected effects at 1000 K:")
for p in pairs:
    print(f"  spin degeneracy, level ({p[0]:+d}/{p[1]:+d}): {1e3 * spin[p] + 0.0:.2f} meV")
print(f"  Morse inverse length (rough) {MORSE_INVERSE_LENGTH * 1e-9:.1f} 1/nm, "
      f"depth {depth:.2f} eV")
print(f"  anharmonic estimate, 18 coordinates, (+1/0): {1e3 * anharmonic:.2f} meV")
print(f"  linear expansion (rough) {EXPANSION:.1e} 1/K, "
      f"level deformation potential (assumed) {DEFORMATION} eV")
print(f"  volume strain from {T_REF:.0f} K: {100 * volume_strain:.2f} %, "
      f"size of level change {1e3 * expansion_size:.0f} meV")
print(f"  valence-edge rate (assumed) {1e3 * EDGE_RATE} meV/K, "
      f"size of edge motion {1e3 * edge_size:.0f} meV")
print("verified")
```

Printed output:

```
Two-coordinate model (reduced units), charges 2 and 0:
  level from populations 0.690671, from formula 0.690671
  static level 0.750000, log sum 0.395526, kT 0.3
Vacancy supercell, model inputs:
  springs: longitudinal 60.0 N/m, transverse 10.0 N/m
  masses: metal 24.3 u, oxygen 16.0 u
  bond scales for charge 0, +1, +2: 1.0, 1.05, 1.12
  scaled bonds: 30; vibrational modes: 186
  charge +0: mode energies 15.77 to 65.60 meV
  charge +1: mode energies 15.84 to 65.79 meV
  charge +2: mode energies 15.94 to 66.18 meV
Temperature 1000 K, kT = 86.17 meV
Largest hbar*w/kT, charge +1: 0.763
Level (+1/+0): log sum 0.7848, classical shift -67.63 meV
Level (+2/+1): log sum 1.0544, classical shift -90.86 meV
Level (+2/+0): log sum 1.8393, classical shift -79.25 meV
Slope of (+1/0): -0.0676 meV/K
Geometric mean frequency ratio, +1 to 0: 1.00423
Log sum (+1/0) with oxygen mass set to 30 u: 0.7848
Log sum (+1/0) in the 216-site cell: 0.7884
Shift (+1/0) in the 216-site cell: -67.94 meV
Level (+1/0), classical and quantum shift:
  300 K: -20.29 and -25.19 meV
  1000 K: -67.63 and -69.19 meV
  1500 K: -101.45 and -102.49 meV
  zero-point shift at 0 K: -16.84 meV
Quantum correction at 1000 K: full -1.559 meV, trace -1.569 meV
Neglected effects at 1000 K:
  spin degeneracy, level (+1/+0): 59.73 meV
  spin degeneracy, level (+2/+1): -59.73 meV
  spin degeneracy, level (+2/+0): 0.00 meV
  Morse inverse length (rough) 12.0 1/nm, depth 1.30 eV
  anharmonic estimate, 18 coordinates, (+1/0): -2.45 meV
  linear expansion (rough) 1.3e-05 1/K, level deformation potential (assumed) 3.0 eV
  volume strain from 300 K: 2.73 %, size of level change 82 meV
  valence-edge rate (assumed) 0.25 meV/K, size of edge motion 175 meV
verified
```
